# Piezoelectric-limited mobility of nondegenerate electrons and its inverse-square-root temperature law

Suppose that the part of a semiconductor's electron mobility set by piezoelectric scattering is known at 300 K and is wanted at 100 K. If it is given the \(T^{-3/2}\) law of deformation-potential scattering, on the ground that both mechanisms involve acoustic phonons, it rises by a factor \(3^{3/2}=5.2\). If only the number of phonons is counted, it rises by 3. The correct factor, under the conditions below, is \(\sqrt3=1.7\). The first error thus overestimates the piezoelectric mobility at 100 K threefold, the second by a factor 1.7, and a fit that separates scattering mechanisms by their temperature dependence then assigns the difference to something else.

Consider electrons of charge \(-e\), with \(e>0\), in a bulk band of energy \(E=\hbar^2k^2/2m\). They are nondegenerate, the applied field is weak, and they do not screen the potential of the lattice waves. The mass \(m\), static permittivity \(\varepsilon\), elastic constants and piezoelectric constants are taken as independent of temperature.

A sound wave of wavevector \(\mathbf q\) and displacement \(u\) has strain \(S=\partial u/\partial x\), where \(x\) runs along \(\mathbf q\). In a piezoelectric crystal the strain produces polarization \(e_bS\), where \(e_b\) is the effective constant for branch \(b\) and the given direction. Without free charge the electric displacement along \(\mathbf q\) cannot vary in space, and for a wave it must vanish:
\[
\varepsilon\mathcal E+e_bS=0 .
\]
Since \(\mathcal E=-\partial\phi/\partial x\), this reads \(\partial\phi/\partial x=(e_b/\varepsilon)\,\partial u/\partial x\), so
\[
\phi=\frac{e_b}{\varepsilon}\,u .
\]
The strain carries a factor \(q\), but integrating the field to get the potential removes it. A deformation potential is proportional to the strain itself and keeps the factor. This is the origin of the two different temperature laws.

The squared displacement matrix element for absorbing a phonon of frequency \(\omega=v_bq\) in a crystal of volume \(V\) and density \(\rho\) is \(\hbar N/(2\rho V\omega)\); for emission \(N\) becomes \(N+1\). The electron's potential energy is \(-e\phi\), whose sign disappears on squaring. At high temperature \(N\simeq kT/\hbar\omega\gg1\), where \(k\) next to \(T\) is Boltzmann's constant. Absorption and emission then add to \(2N+1\simeq2kT/\hbar\omega\), and
\[
V|M_b|^2=\left(\frac{e\,e_b}{\varepsilon}\right)^2\frac{\hbar}{2\rho\omega}\,\frac{2kT}{\hbar\omega}
=\frac{e^2kT}{\varepsilon q^2}\,\frac{e_b^2}{\varepsilon c_b},\qquad c_b=\rho v_b^2 .
\]
The constant \(c_b\) is the one that fixes the actual sound speed, so it includes the stiffening by the wave's own electric field. Summing over branches and averaging over the direction of \(\mathbf q\) gives
\[
V|M|^2=\frac{e^2K^2kT}{\varepsilon q^2},\qquad K^2=\sum_b\frac{\langle e_b^2\rangle}{\varepsilon c_b}.
\]
Replacing the direction-dependent coupling by its average is an approximation for the prefactor, examined below.

For a wurtzite crystal, let \(\theta_q\) be the angle between \(\mathbf q\) and the hexagonal axis. Contracting the piezoelectric tensor with the strain of a longitudinal wave, and of a transverse wave polarized in the plane of \(\mathbf q\) and the axis, gives
\[
e_l=\cos\theta_q\,(e_{33}\cos^2\theta_q+e_x\sin^2\theta_q),
\]
\[
e_t=-\sin\theta_q\,(e_y\cos^2\theta_q+e_{15}\sin^2\theta_q),
\]
with \(e_x=e_{31}+2e_{15}\) and \(e_y=e_{33}-e_{31}-e_{15}\). The other transverse wave produces no polarization along \(\mathbf q\). The spherical averages of \(\cos^6\), \(\cos^4\sin^2\), \(\cos^2\sin^4\) and \(\sin^6\) are \(1/7\), \(2/35\), \(8/105\) and \(16/35\), so
\[
\langle e_l^2\rangle=\frac{e_{33}^2}{7}+\frac{4e_{33}e_x}{35}+\frac{8e_x^2}{105},
\]
\[
\langle e_t^2\rangle=\frac{2e_y^2}{35}+\frac{16e_ye_{15}}{105}+\frac{16e_{15}^2}{35}.
\]

The phonon energies are small compared with \(kT\), so the collisions are treated as elastic. A collision through angle \(\theta\) removes a fraction \(1-\cos\theta\) of the forward momentum. The golden rule gives
\[
\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^3k'}{(2\pi)^3}\,V|M|^2(1-\cos\theta)\,\delta(E'-E).
\]
The azimuth contributes \(2\pi\), and the energy delta function turns \(k'^2dk'\) into \(mk/\hbar^2\). Hence
\[
\frac1\tau=\frac{mk}{2\pi\hbar^3}\int_{-1}^{1}d(\cos\theta)\,(1-\cos\theta)\,V|M|^2 .
\]
For equal initial and final wavenumbers \(q^2=2k^2(1-\cos\theta)\). The angular weight cancels against \(1/q^2\), leaving \(1/2k^2\), and the integral over \(\cos\theta\) supplies a factor 2:
\[
\frac1\tau=\frac{m e^2K^2kT}{2\pi\varepsilon\hbar^3\,k}.
\]
The \(k\) standing alone in the denominator is the wavenumber. Without the weight, the integrand \(1/(1-\cos\theta)\) would make the total collision rate diverge logarithmically at small angles. Those collisions hardly turn the electron, so the momentum relaxation rate is finite.

Inserting \(\sqrt{2mE}/\hbar\) for the wavenumber and inverting,
\[
\tau=\tau_0\left(\frac{E}{kT}\right)^{1/2},\qquad
\tau_0=\frac{2\pi\varepsilon\hbar^2}{e^2K^2}\sqrt{\frac{2}{mkT}} .
\]
Fast electrons relax more slowly, because turning them requires a larger \(q\), where the coupling is weaker.

In a field \(F\) along \(z\) the steady Boltzmann equation is
\[
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f-f_0}{\tau}.
\]
For a Maxwell distribution \(\partial f_0/\partial k_z=-\hbar v_zf_0/kT\), so \(f-f_0=-(eF/kT)\,\tau v_zf_0\). The mean velocity is opposite to the field, as it must be for electrons, and its magnitude divided by \(F\) is
\[
\mu=\frac{e}{kT}\langle v_z^2\tau\rangle=\frac{2e}{3mkT}\langle E\tau\rangle ,
\]
since \(\langle v_z^2\rangle=2E/3m\) on a shell of fixed energy. With \(x=E/kT\) and the normalized weight \(\sqrt x\,e^{-x}/\Gamma(3/2)\),
\[
\langle E\tau\rangle=kT\tau_0\,\frac{\int_0^\infty x^2e^{-x}dx}{\Gamma(3/2)}=kT\tau_0\,\frac{2}{\sqrt\pi/2}=\frac{4kT\tau_0}{\sqrt\pi}.
\]
Therefore \(\mu=(e/m)(8/3\sqrt\pi)\,\tau_0\), and substituting \(\tau_0\),
\[
\boxed{\;\mu=\frac{16\sqrt{2\pi}}{3}\,\frac{\varepsilon\hbar^2}{e\,K^2m^{3/2}(kT)^{1/2}}\;\propto T^{-1/2}\;}
\]
The phonon number contributes \(T^{-1}\), and the greater speed of thermal electrons returns \(T^{1/2}\).

The deformation potential gives a useful contrast. With potential energy \(\Xi S\), the same steps give \(V|M|^2=\Xi^2kT/c_l\), independent of \(q\). The angular integral is now 2, so \(1/\tau\) is proportional to \(T\sqrt E\) and \(\tau\) to \(T^{-1}E^{-1/2}\). At thermal energies this is \(T^{-3/2}\). The average of \(x^{-1/2}\) with weight \(x^{3/2}e^{-x}/\Gamma(5/2)\) is \(4/3\sqrt\pi\), and
\[
\mu_{\rm dp}=\frac{2\sqrt{2\pi}}{3}\,\frac{e\hbar^4c_l}{m^{5/2}\Xi^2(kT)^{3/2}} .
\]

How high the temperature must be follows from restoring the phonon energy. Write \(f=f_0[1-(eF/kT)\chi]\). With transition rates \(W\) obeying detailed balance, the Boltzmann equation becomes
\[
v_zf_0=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}f_0\,(\chi-\chi'),\qquad \mu=\frac{e}{kT}\langle v_z\chi\rangle .
\]
Define \(P[\varphi,\chi]=\tfrac12\langle\sum W(\varphi-\varphi')(\chi-\chi')\rangle\). Multiplying the equation by any \(\varphi\) and averaging gives \(\langle v_z\varphi\rangle=P[\varphi,\chi]\). As \(P\) is symmetric and not negative, the Schwarz inequality yields
\[
\mu\ge\frac{e}{kT}\,\frac{\langle v_z\varphi\rangle^2}{P[\varphi,\varphi]},
\]
with equality at \(\varphi=\chi\). An error in \(\varphi\) therefore enters in second order, and the first correction to \(\mu\) follows from the elastic solution \(v_z\tau\), that is, from \(\varphi=k_zk\).

Take one sound speed \(v\), measure wavevectors in \(\sqrt{2mkT}/\hbar\), and set \(s^2=mv^2/2kT\). The phonon energy is then \(2sq\) in units of \(kT\). When a phonon is absorbed, energy conservation fixes the electron's component along \(\mathbf q\) at \(s-q/2\) before and \(s+q/2\) after. Let \(t\) be the square of the unchanged perpendicular component. Emission is the reverse process and cancels the factor \(\tfrac12\) in \(P\). The factors \(vN/q\) from the coupling, \(q^2dq\) from the volume element and \(1/q\) from the delta function combine to
\[
P\propto s\int dq\,dt\,\frac{e^{-t-(s-q/2)^2}}{e^{2sq}-1}\,D,\qquad D=|k'\mathbf k'-k\mathbf k|^2 .
\]
The Maxwell and Bose factors combine into
\[
\frac{e^{-t-s^2-q^2/4}}{2\sinh sq}\simeq\frac{e^{-t-q^2/4}}{2sq}\left(1-s^2-\frac{s^2q^2}{6}\right).
\]
Put \(u=q^2/4\) and \(X=t+u\). The two energies are \(X+s^2\pm sq\), and \(\mathbf k\cdot\mathbf k'=t-u+s^2\). Expanding
\[
D=k^4+k'^4-2kk'\,\mathbf k\cdot\mathbf k'
\]
with \(k^4+k'^4=2(X+s^2)^2+2s^2q^2\) and \(kk'\simeq X+s^2-s^2q^2/2X\) gives, to order \(s^2\),
\[
D=4u\left\{X+s^2\left[3+\frac{t-u}{X}\right]\right\}.
\]
Since \(4u\,dq/q=2\,du\), the remaining averages use the weight \(e^{-t-u}\). The leading term is \(\langle t+u\rangle=2\). The term \(-s^2\) contributes \(-2s^2\). The term \(-s^2q^2/6=-2s^2u/3\) contributes \(-\tfrac23s^2\langle u(t+u)\rangle=-2s^2\). The bracket contributes \(3s^2\), because \((t-u)/X\) averages to zero by symmetry. The sum is \(2-s^2\), so \(P\) falls by the relative amount \(s^2/2\), while \(\langle v_z\varphi\rangle\) does not depend on \(s\). Thus
\[
\frac{\mu_{\rm inel}}{\mu}=1+\frac{mv^2}{4kT}+\dots
\]
High temperature means \(kT\gg mv^2\). It is the electron's wavenumber that selects the phonons, so a temperature above the Debye temperature is not required.

The numerical example uses rough, round parameters in the regime of n-type wurtzite gallium nitride: \(m=0.20\,m_e\), \(\varepsilon=9.0\,\varepsilon_0\), \(e_{33},e_{31},e_{15}=0.70,-0.40,-0.30\) C/m², \(c_l=300\) GPa, \(c_t=100\) GPa and density 6.10 g/cm³. The averages are \(\langle e_l^2\rangle=0.0662\) and \(\langle e_t^2\rangle=0.0891\) C²/m⁴. Dividing by \(\varepsilon c_b\),
\[
K^2=0.00277+0.01119=0.01396 .
\]
The softer transverse branch supplies four fifths of the coupling. At 300 K, \(\tau_0=0.800\) ps, the averaged time is \(1.504\times0.800=1.20\) ps, and
\[
\mu=\frac{e\,(1.204\ {\rm ps})}{0.20\,m_e}=1.06\ {\rm m^2/Vs}=1.06\times10^4\ {\rm cm^2/Vs}.
\]
At 100 K the formula gives \(1.83\times10^4\) cm²/Vs, larger by \(\sqrt3\).

For the longitudinal speed of 7013 m/s, \(mv^2/k=0.649\) K, so the predicted inelastic correction at 300 K is \(0.649/1200=5.4\times10^{-4}\). A solution of the inelastic Boltzmann equation with four trial functions, assigning this speed to the whole coupling, gives the same excess. Its exponent between 150 and 600 K is \(-0.5006\). Between 0.5 and 1 K it is \(-1.8\): the power law has failed, as phonons of the required wavenumber freeze out. Both figures belong to the single longitudinal speed; with each branch given its own speed, the excess at 300 K is \(2.5\times10^{-4}\) and the cold exponent is \(-0.83\). That cold case tests the formula for hypothetical nondegenerate carriers and does not describe a device.

Direction-dependent coupling leaves the exponent unchanged. On a shell of fixed energy the elastic collision operator is \(T/\sqrt E\) times an operator acting on angles alone, so every component of the mobility tensor keeps the \(T^{-1/2}\) law. The prefactor does change. On each shell the trial function \(k_z\) gives \((k_z-k_z')^2=q_z^2\), so the coupling is averaged with weight \(3\cos^2\theta_q\) for current along the axis, and likewise with \(\tfrac32\sin^2\theta_q\) for current across it. With \(c_l\) and \(c_t\) taken as the same in every direction, the weighted values of \(K^2\) are 0.0216 and 0.0102. The corresponding mobilities at 300 K, about 6900 and 14 600 cm²/Vs, are lower bounds by the inequality above; adding higher angular harmonics to the trial function raises them by 1% or less. The averaged formula is thus a guide to size, not a prediction for a particular crystal direction.

Three competing mechanisms can be sized with the same golden rule. Deformation-potential scattering uses \(\Xi=8.0\) eV. For \(n=10^{16}\) cm⁻³ ionized donors and as many electrons, the screened Coulomb potential gives
\[
V|M|^2=\frac{n(e^2/\varepsilon)^2}{(q^2+q_s^2)^2},\qquad q_s^2=\frac{e^2n}{\varepsilon kT}.
\]
For polar optical phonons of energy \(\hbar\omega_0=90\) meV, absorption has \(V|M|^2=e^2\hbar\omega_0(1/\varepsilon_\infty-1/\varepsilon)N_0/2q^2\), with \(\varepsilon_\infty=5.3\,\varepsilon_0\) and \(N_0\) the optical phonon number. A slow electron ends with wavenumber \(q=\sqrt{2m\omega_0/\hbar}\), which gives the rate
\[
\frac1{\tau_{\rm op}}=\frac{m e^2\omega_0N_0}{2\pi\hbar^2q}\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right).
\]
Taking \(\mu_{\rm op}=e\tau_{\rm op}/m\) assumes that the electron soon emits a phonon and forgets its direction; this is an estimate. The mobilities in cm²/Vs, with the total found by adding inverse mobilities (a further estimate), are:

| T (K) | piezo | deform. | optical | impurity | total |
|---|---|---|---|---|---|
| 100 | 18 300 | 83 200 | 2.6×10⁶ | 13 100 | 6980 |
| 200 | 13 000 | 29 400 | 13 900 | 28 300 | 4580 |
| 300 | 10 600 | 16 000 | 2380 | 45 800 | 1670 |
| 400 | 9170 | 10 400 | 951 | 64 900 | 786 |

At 300 K the piezoelectric part supplies \(1670/10\,600=16\%\) of the total inverse mobility; at 100 K it supplies 38%. These estimates are good to 10–20%, not to the digits shown. Solving the Boltzmann equation with all four rates together, and with the optical transitions treated as inelastic, gives totals of about 6200, 4000, 1540 and 720 cm²/Vs, 8–13% below the table, and optical-only values up to 17% above it. In that solution, removing the piezoelectric rate lowers the inverse mobility by 19% at 300 K and 35% at 100 K. The 100 K figures are the rougher ones. The golden rule treats impurity scattering in the Born approximation, which requires electron energies well above the donor binding energy, about 34 meV for a hydrogenic donor with these parameters. Partial-wave phase shifts for the same screened potential raise the impurity mobility by about 20% at 100 K and 8% at 300 K. Such donors would also be only about half ionized at 100 K, whereas the table assumes full ionization. The local exponent of the total near 300 K is \(-2.7\), because the optical phonon number rises steeply with temperature. A total mobility that does not follow \(T^{-1/2}\) is therefore no evidence against the law for its piezoelectric part.

Room-temperature mobilities of good bulk gallium nitride are roughly 1000 cm²/Vs, a tenth of the piezoelectric value. Real material clearly breaks the assumption of a single mechanism: in this model the other three lower the mobility six- to sevenfold. Dislocations, compensation and incomplete donor ionization are left out. Three other assumptions cost less at 300 K, each taken alone and relative to the piezoelectric value. Screening raises it by 0.9% (6% at 100 K if the donors were fully ionized), Fermi statistics by 0.05%, and a nonparabolic band with \(E(1+E/E_g)=\hbar^2k^2/2m\) and \(E_g=3.4\) eV lowers it by 7%, if the coupling is held fixed. The piezoelectric constants matter more: raising all of them by 20% at fixed \(c_b\) multiplies \(K^2\) by 1.44 and divides the mobility by the same factor. The elastic constants matter too. The round \(c_l\) is low for gallium nitride: with \(c_{11},c_{13},c_{33},c_{44}=390,106,398,105\) GPa and direction-dependent, stiffened modes, \(K^2\) falls to 0.0106 and the mobility rises by about 30%.

The weak-field condition is also restrictive for this mechanism alone. Electrons gain power \(e\mu F^2\), while nearly elastic collisions remove energy of order \(mv^2\) per relaxation time. With \(\mu\sim e\tau/m\) the two balance near \(\mu F\sim v\), here some tens of V/cm for either sound speed. Above that scale the electron temperature can no longer be assumed equal to the lattice temperature in the piezoelectric-only model. Power devices block fields of order MV/cm, where a low-field mobility does not describe transport. The bulk formula also does not carry over to the electron sheet of a heterojunction transistor, whose carriers are confined and usually degenerate. The full set of computed values is in the numerical output.

## Table of computed values

```
INPUTS (rough, GaN regime)
mass = 0.20 m_e; static eps_r = 9.0
high-frequency eps_r = 5.3
e33, e31, e15 = 0.70, -0.40, -0.30 C/m2
c_long, c_trans = 300, 100 GPa
density = 6.10 g/cm3
deformation potential = 8.0 eV
optical phonon = 90 meV; gap = 3.4 eV
electrons = ionized donors = 1.0e+16 cm^-3
PIEZOELECTRIC RESULT
sound speeds long, trans = 7013, 4049 m/s
<e_long^2>, <e_trans^2> = 0.0662, 0.0891 C2/m4
K2 long, trans, sum = 0.00277, 0.01119, 0.01396
kT at 300 K = 25.85 meV
tau0 at 300 K = 0.800 ps
averaged tau at 300 K = 1.204 ps
mobility at 300 K = 10588 cm2/Vs = 1.0588 m2/Vs
inelastic Boltzmann at 300 K = 10593 cm2/Vs
inelastic/formula - 1 at 300 K = 5.43e-04
computed exponent, 150-600 K = -0.5006
computed exponent, 0.5-1 K = -1.766
correction coefficient of m v^2/kT = 0.2508
m v_long^2/k = 0.649 K
phonon energy/kT at q=2k_thermal = 0.132
MOBILITIES, cm2/Vs
T(K) piezo deform optical impurity total
100 1.83e+04 8.32e+04 2.59e+06 1.31e+04 6.98e+03
200 1.3e+04 2.94e+04 1.39e+04 2.83e+04 4.58e+03
300 1.06e+04 1.6e+04 2.38e+03 4.58e+04 1.67e+03
400 9.17e+03 1.04e+04 951 6.49e+04 786
piezo = deformation at 454 K
piezo = optical estimate at 203 K
total exponent near 300 K = -2.71
NEGLECTED EFFECTS
Frohlich coupling alpha = 0.427
screening length at 300 K = 35.9 nm
screening change at 300 K = 0.94 %
screening change at 100 K = 6.01 %
Nc at 300 K = 2.24e+18 cm^-3; n/Nc = 0.00446
degeneracy change = 0.046 %
nonparabolic band change = -6.92 %
K2 along axis, in plane = 0.02156, 0.01015
mobility axis/plane estimate = 0.471
field for piezo drift = v_long: 66.2 V/cm
```
